# Benzene basis sizes and costs: plane waves versus triple-zeta Gaussians

## Question

A benzene molecule is placed in a periodic box with 10 angstrom of vacuum and described by plane waves up to 400 eV. The same molecule can be described by a triple-zeta Gaussian basis. How many functions does each basis contain, how do these numbers scale, and why does the larger basis not lose by the factor that its size suggests?

## Answer

### The box and the plane waves

The number of plane waves depends on the volume of the box, so the meaning of "10 angstrom of vacuum" must be fixed first. Here it is the gap between the outermost nuclei of neighbouring periodic images, along each axis.

Take a regular hexagon with C–C bonds of 1.39 angstrom and C–H bonds of 1.09 angstrom. The hydrogens lie 2.48 angstrom from the centre. With one C–H bond along \(x\), the molecule extends over \(2\times2.48=4.96\) angstrom along \(x\), over \(4.96\sin60^\circ=4.295\) angstrom along \(y\), and over zero along \(z\). The box volume is

\[
\Omega=14.96\times14.295\times10=2139\ \text{angstrom}^3 ,
\]

which is 14432 in atomic units.

In atomic units a plane wave \(\Omega^{-1/2}e^{i\mathbf G\cdot\mathbf r}\) has kinetic energy \(G^2/2\). The cutoff \(E\) keeps all waves with \(G\le k_c\), where \(k_c=\sqrt{2E}\). At the Gamma point the orbitals have the period of the box, so \(G_i=2\pi n_i/L_i\) with integer \(n_i\). Each allowed vector therefore occupies a volume \((2\pi)^3/\Omega\) in wave-vector space. Dividing the volume of the cutoff sphere by this cell gives

\[
N_{\rm pw}\simeq\frac{4\pi k_c^3/3}{(2\pi)^3/\Omega}
=\frac{\Omega k_c^3}{6\pi^2}
=\frac{\Omega(2E)^{3/2}}{6\pi^2}.
\]

A cutoff of 400 eV is 14.70 hartree, so \(k_c=5.422\) and

\[
N_{\rm pw}\simeq\frac{14432\times5.422^3}{6\pi^2}\approx38\,850 .
\]

Counting the allowed vectors one by one gives 38,931. The small difference arises because discrete points do not fill the surface of the sphere evenly.

The formula contains two scaling laws. Doubling the cutoff multiplies the basis by \(2^{3/2}\approx2.8\). For the vacuum \(v\), with molecular extents \(\ell_i\),

\[
N_{\rm pw}\propto\prod_i(\ell_i+v),\qquad
\frac{d\ln N_{\rm pw}}{d\ln v}=\sum_i\frac{v}{\ell_i+v}.
\]

At \(v=10\) angstrom the sum is \(0.67+0.70+1=2.37\). It tends to 3 when the vacuum is much wider than the molecule. If "10 angstrom" is read as vacuum on each side, the gap is 20 angstrom and the count rises to 220,439, a factor of 5.7. Empty space is expensive because a plane wave fills the whole box.

### The Gaussian functions

An atom-centred shell of angular momentum \(l\) has \(2l+1\) spherical components. The def2-TZVP basis has 5s3p2d1f shells on carbon and 3s1p on hydrogen:

\[
N_{\rm C}=5+3\cdot3+2\cdot5+7=31,\qquad
N_{\rm H}=3+3=6 .
\]

For C\(_6\)H\(_6\) this gives \(N_b=6\times31+6\times6=222\). Another triple-zeta set, cc-pVTZ, has more polarization functions on hydrogen and gives 264. These numbers do not depend on the vacuum.

The plane-wave basis is thus 175 times larger than def2-TZVP and 147 times larger than cc-pVTZ. This compares two specified bases, not two bases of equal accuracy; no error in an energy has been matched.

If both methods diagonalized a full matrix, with work proportional to the cube of its dimension, the cost ratio would be \(175^3\approx5\times10^6\). The plane-wave method avoids that cube, but it first needs smooth orbitals.

### Why the carbon core must be removed

A cutoff of 400 eV cannot describe the carbon 1s orbital. To see the size of the problem, use a hydrogenic orbital \(\psi=\sqrt{Z^3/\pi}\,e^{-Zr}\) with \(Z=6\), which ignores screening. Its momentum amplitude is

\[
\phi(p)=\frac{1}{(2\pi)^{3/2}}\frac{4\pi}{p}\sqrt{\frac{Z^3}{\pi}}
\int_0^\infty r\sin(pr)\,e^{-Zr}\,dr .
\]

The integral equals \(2Zp/(p^2+Z^2)^2\). Squaring the amplitude and multiplying by \(4\pi p^2\) gives the radial momentum density

\[
w(p)=4\pi p^2|\phi(p)|^2=\frac{32Z^5p^2}{\pi(p^2+Z^2)^4}.
\]

Numerical integration from \(k_c\) to infinity shows that 36% of the norm lies beyond the 400 eV cutoff. To lose no more than 0.001 of the norm, the cutoff must be about 9,800 eV. The same box would then hold 4.7 million plane waves.

The tail explains this slow convergence. For \(k\gg Z\), \(w(p)\approx32Z^5/(\pi p^6)\), so the lost norm falls as

\[
\int_k^\infty w(p)\,dp\approx\frac{32Z^5}{5\pi k^5}.
\]

The power law comes from the cusp at the nucleus. A pseudopotential removes the core states and replaces the valence orbitals near the nucleus by smooth ones. Everything below assumes pseudopotentials soft enough for 400 eV. For carbon these are usually of the ultrasoft or projector augmented-wave (PAW) type; norm-conserving ones generally need a higher cutoff. Benzene then has \(6\times4+6=30\) valence electrons, hence 15 doubly occupied orbitals. The Gaussian calculation keeps all 42 electrons, in 21 orbitals.

### Applying the Hamiltonian without building it

An iterative eigensolver does not need the matrix \(H\). It needs the product of \(H\) with a trial orbital. The kinetic energy is diagonal in \(\mathbf G\), where each coefficient is multiplied by \(G^2/2\). A local potential is diagonal in \(\mathbf r\), where each orbital value is multiplied by \(V(\mathbf r)\). The fast Fourier transform (FFT) connects the two representations.

The grid must be fine enough. The potential term in the basis is

\[
(V\psi)_{\mathbf G}=\sum_{\mathbf G'}V_{\mathbf G-\mathbf G'}\,c_{\mathbf G'} .
\]

If the integer labels on one axis run from \(-m_i\) to \(m_i\), their differences run from \(-2m_i\) to \(2m_i\). A grid with \(M_i\) points cannot distinguish labels that differ by \(M_i\). All \(4m_i+1\) differences stay distinct if \(M_i\ge4m_i+1\). Given the Fourier coefficients of the potential on such a grid, the FFT product equals the matrix product apart from rounding.

Since \(m_i\approx k_cL_i/2\pi\), the grid has about

\[
N_g\approx\prod_i\frac{4k_cL_i}{2\pi}=\frac{8\Omega k_c^3}{\pi^3},
\qquad
\frac{N_g}{N_{\rm pw}}\approx\frac{8}{\pi^3}\,6\pi^2=\frac{48}{\pi}\approx15.3 .
\]

For benzene the smallest such grid is \(97\times93\times65\). Rounding up to lengths that suit the FFT gives \(98\times96\times66=620\,928\) points.

With the usual estimate of \(5N_g\log_2N_g\) arithmetic operations per complex FFT, the transform to the grid and back costs

\[
10N_g\log_2N_g\approx1.2\times10^8 .
\]

Compare this with a stored matrix. At the Gamma point the orbitals can be chosen real, so \(c_{-\mathbf G}=c_{\mathbf G}^*\) and an orbital contains \(N_{\rm pw}\) independent real numbers. A dense real matrix acting on it costs \(2N_{\rm pw}^2\approx3.0\times10^9\) operations, 25 times more. The matrix would fill 12 GB, while the 15 orbitals fill 4.7 MB.

### How many applications are needed

The iteration count depends on the potential and the solver. A model supplies an estimate: the benzene box with six attractive wells at the carbon positions,

\[
V(\mathbf r)=-2\sum_{a=1}^{6}\exp\!\left[-\frac{|\mathbf r-\mathbf R_a|^2}{2(1.2)^2}\right],
\]

in atomic units. At 40 eV the basis is too small for these wells: only 13 levels come out bound, and the two highest of the 15 wanted are unbound states of the box. At 120 and 400 eV at least 18 levels are bound, so all 15 wanted ones are, as in benzene. The model therefore tests how the solver responds to a larger basis; it does not reproduce the spectrum of benzene.

A block Davidson solver starts from 20 random vectors, damped at large \(G\). This is five more than the number of levels wanted. In each iteration it diagonalizes \(H\) in the space collected so far, forms the residuals \(R=H\psi-\varepsilon\psi\), and adds them as new directions. It stops when none of the lowest 15 levels moves by more than \(10^{-6}\) hartree between iterations.

Before a residual is added, each component is divided by \(1+G^2/2\). The reason lies at large \(G\), where the kinetic energy dominates \(H\). The correction that would cancel the residual is then approximately \(-R_{\mathbf G}/(G^2/2-\varepsilon)\). The simple divisor has the same behaviour at large \(G\) and never vanishes.

At 40 eV the model has 1,215 plane waves and needs 14 iterations. At 120 eV it has 6,367 and needs 16. The basis has grown by a factor of 5.2, the iteration count by only one to three, since other random starts give 13 to 15 iterations at 40 eV. The spectra at the two cutoffs also differ, so this small rise is not a pure effect of basis size. Without the division, the 120 eV case needs 28 iterations.

I carry the count of 16 over to 400 eV. The model itself, from one random start, needs 17 at that cutoff, which would raise the total below by about 9%. It gives \(m=20\times16=320\) applications of \(H\), and the FFT work is

\[
320\times1.19\times10^8\approx3.8\times10^{10}.
\]

The solver must also handle its growing set of vectors. When this set has \(j\) members, one new vector requires:

- two passes of orthogonalization, each with an overlap and a subtraction: \(8N_{\rm pw}j\) operations;
- its matrix elements with the set: \(2N_{\rm pw}j\);
- its share of forming \(\psi\) and \(H\psi\) from the set: \(4N_{\rm pw}j\).

The sum is \(14N_{\rm pw}j\). Adding over \(j\) up to \(m\), with \(\sum j\approx m^2/2\), gives

\[
7N_{\rm pw}m^2=7\times38\,931\times320^2\approx2.8\times10^{10}.
\]

The plane-wave total is therefore

\[
W_{\rm pw}\approx10\,m\,N_g\log_2N_g+7N_{\rm pw}m^2
\approx6.6\times10^{10}.
\]

At fixed \(m\), this grows almost linearly with the basis. The square falls on the number of vectors in the solver, not on the number of plane waves. Compared with \(N_{\rm pw}^3\), the scale \(N_{\rm pw}m^2\) is smaller by \((N_{\rm pw}/m)^2\approx1.5\times10^4\).

If the higher cutoff needed two more iterations, \(m\) would be 360 and the total about \(7.8\times10^{10}\). Such a change matters little, but a different potential can alter the iteration count by more than this.

### The Gaussian calculation has a grid too

A Gaussian basis is small because its functions already resemble atomic orbitals. Yet the exchange-correlation potential is a nonlinear function of the density, and its matrix elements are integrated numerically:

\[
V_{\mu\nu}=\sum_{g=1}^{N_p}w_g\,\chi_\mu(\mathbf r_g)\,v_{xc}(\mathbf r_g)\,\chi_\nu(\mathbf r_g).
\]

A standard atom-centred grid for benzene has \(N_p=143\,560\) points. The sum is a matrix product with one multiplication and one addition per term:

\[
2N_pN_b^2=2\times143\,560\times222^2\approx1.4\times10^{10}.
\]

Evaluating the 21 occupied orbitals on the grid to obtain the density costs \(2N_pN_b\times21\approx1.3\times10^9\). For the Coulomb term, the density is expanded in 360 auxiliary functions. This needs two contractions with \(360\,N_b(N_b+1)/2\) stored integrals, at two operations per integral, or \(3.6\times10^7\) in all. Together,

\[
W_{\rm gto}\approx1.6\times10^{10}.
\]

The number of grid points, absent from the basis size of 222, dominates this count. Diagonalization is minor here, since \(N_b^3\approx1.1\times10^7\) even before its numerical prefactor.

### Reading the comparison

| Measure | Plane waves / def2-TZVP |
|---|---:|
| Basis size | 175 |
| Cube of basis size | \(5\times10^6\) |
| Counted operations | 4.3 |
| Time of the FFTs / time of the matrix product | 26 |

The operation ratio compares one complete orbital solution at fixed potential with one construction of the Gaussian Hamiltonian for a functional of the density alone. It omits the nonlocal and overlap terms of the pseudopotentials, the evaluation of Gaussian functions and integrals, and small diagonalizations. It is an estimate of scale, and two choices move it. The next coarser and next finer standard Gaussian grids change it to about 6 and about 2. The plane-wave count is for a random start, whereas later steps of a self-consistent calculation start from the previous orbitals. In the model, after a 1% change in well depth, such a start needs 5 iterations, so \(m=100\), \(W_{\rm pw}\approx1.5\times10^{10}\), and the operation ratio falls to about 1.

The last row is less favourable. In the test run, which did not fix the number of processor threads, one FFT application on the full benzene grid took 0.058 s, so 320 of them take 18.5 s. The Gaussian matrix product took 0.70 s. Dividing operations by time gives about \(2\times10^9\) per second for the FFTs and \(2\times10^{10}\) for the matrix product. Equal operation counts do not mean equal times. These timings belong to one machine and one implementation. They leave out the plane-wave subspace work and, on the Gaussian side, the evaluation of basis functions and integrals, which can take longer than the matrix product itself. The ratio of 26 therefore compares two kernels, not two complete calculations.

Part of the FFT time can be recovered. For two real orbitals, \(V(\psi_1+i\psi_2)=V\psi_1+iV\psi_2\), so one complex transform pair can serve both. The count above does not use this saving.

The larger basis therefore loses, but by much less than the cube of the size ratio. A basis 175 times larger costs tens of times more in the measured kernels, not millions of times more. For this isolated molecule and a random start the Gaussian work included here is smaller by both measures. With a start from previous orbitals the operation counts become comparable, and only the kernel time still favours the Gaussian side.

### Where the balance moves

**More vacuum.** With a 20 angstrom gap and the same \(m\), the subspace work grows by 5.7 and the FFT work by about 6.2. The plane-wave total becomes about \(4\times10^{11}\), some 25 times the unchanged Gaussian count. Keeping \(m\) fixed is an assumption. In the model at 40 eV the wider box needs about 24 iterations instead of about 14. There the highest wanted levels are unbound box states that crowd together as the box grows, so this shows that the count can rise, not that it does for a molecule whose occupied levels are all bound.

**No vacuum.** In a dense solid this penalty disappears. The plane-wave count is set by cell volume and cutoff, whatever the number of atoms in the cell, whereas the Gaussian count rises with each atom. Close packing thus moves the size ratio in favour of plane waves.

**Larger systems.** Let the system grow by a factor \(S\) at fixed composition, density and cutoff. Then \(N_{\rm pw}\), the number of orbitals and \(m\) all grow as \(S\), if the iteration count stays fixed. The FFT work grows as \(S^2\log S\) and the subspace work as \(S^3\). The near-linear law holds for a larger basis at a fixed number of orbitals, not for a larger system.

**Exact exchange.** The exchange operator acts on an orbital through its products with each of the 15 occupied orbitals. Each product needs one FFT to solve for its Coulomb potential and one to return. An application then needs about 16 FFT pairs instead of one, and the FFT work rises to about \(6\times10^{11}\). Gaussian exchange also costs more than the terms counted here, so this number alone does not fix the new ratio.

**Harder pseudopotentials.** The basis grows as \(E^{3/2}\), and the FFT grid grows with it. The hydrogenic core shows how far this can go.

Plane waves also offer something that the cost ratio does not measure. They are orthonormal, so the basis itself brings no overlap matrix into the eigenvalue problem. Ultrasoft and PAW potentials do add an overlap operator, but it too can be applied without storing a full matrix. Plane waves do not move with the atoms, so at fixed box and cutoff a neighbouring molecule brings no extra functions that could lower the energy artificially. Raising the cutoff keeps every old function and adds new ones. For a fixed Hamiltonian the variational principle then ensures that the lowest levels cannot rise, and one number controls the completeness of the basis.
